# Seaton's Coulomb functions: the energy-analytic and energy-normalised pairs, part 1

(Sections cited here and not found follow in the later parts.)

## First half: the functions $f$ and $g$, the polynomial $A$ and the digamma term

An electron moves without relativity in the field of a fixed point charge $+e$. With $r>0$ in bohr and the energy $\epsilon$ in rydberg, the radial function (the radial wave function multiplied by $r$) obeys

$$w''+\left[\epsilon+\frac{2}{r}-\frac{l(l+1)}{r^2}\right]w=0,\qquad l=0,1,2,\dots$$

Primes denote $d/dr$, and $m=2l+1$. The Wronskian is $\mathcal W[u,v]=uv'-u'v$; for two solutions at the same energy it is independent of $r$, because $\mathcal W'=uv''-u''v=0$. The energy is also written $\epsilon=-1/\kappa^2$ with the principal root $\kappa=(-\epsilon)^{-1/2}$. For $\epsilon<0$ this gives $\kappa=\nu>0$. For $\epsilon=k^2+i0$ one has $-\epsilon=k^2e^{-i\pi}$ and $\kappa=i/k$. Powers and logarithms of $\kappa$ are principal. The recurrence $\Gamma(x+1)=x\Gamma(x)$, the reflection formula $\Gamma(x)\Gamma(1-x)=\pi/\sin\pi x$, and their logarithmic derivatives $\psi(x+1)=\psi(x)+1/x$ and $\psi(1-x)=\psi(x)+\pi\cot\pi x$ are used freely.

### (a) A solution analytic in energy and in angular momentum

Replace $l(l+1)$ by $\lambda^2-\tfrac14$ with complex $\lambda$, so that the physical case is $\lambda=l+\tfrac12$. Construct a solution $y_\lambda\propto r^{\lambda+1/2}$ that is an entire function of both $\epsilon$ and $\lambda$ at fixed $r$, and express it through the Kummer series.

**Solution.** Insert $y_\lambda=\sum_k c_k r^{k+\lambda+1/2}$. The second derivative and the centrifugal term combine in the power $r^{k+\lambda-3/2}$ to $(k+\lambda+\tfrac12)(k+\lambda-\tfrac12)-(\lambda^2-\tfrac14)=k(k+2\lambda)$, so that

$$k(k+2\lambda)\,c_k+2c_{k-1}+\epsilon\,c_{k-2}=0 .$$

Division by $k+2\lambda$ would produce poles at negative integer $2\lambda$. They are removed by a normalisation that vanishes there. With $\mu=2\lambda$ put

$$c_k=\frac{2^{\lambda+1/2}P_k(\mu,\epsilon)}{k!\,\Gamma(\mu+1+k)} .$$

Over the common denominator $(k-1)!\,\Gamma(\mu+k)$ the three terms have numerators $P_k$, $2P_{k-1}$ and $\epsilon(k-1)(\mu+k-1)P_{k-2}$, which gives

$$P_0=1,\quad P_1=-2,\quad P_k=-2P_{k-1}-\epsilon(k-1)(\mu+k-1)P_{k-2}.$$

Each $P_k$ is a polynomial in $\mu$ and $\epsilon$, and $1/\Gamma$ is entire, so each $c_k$ is entire in both variables.

For convergence take $|\lambda|\le\Lambda$, $|\epsilon|\le E$, $r\le R$, and set $t_k=|c_k|R^k$. For $k>4\Lambda$ one has $|k+2\lambda|\ge k/2$, hence $t_k\le(2/k^2)(2Rt_{k-1}+ER^2t_{k-2})$. Choose $K>4\Lambda$ with $8(R+ER^2)\le K^2$, and a constant $C$ with $t_j\le C2^{-j}$ for $j=K-2$ and $K-1$ on the whole parameter set, which is possible because the $c_j$ are continuous there. If the bound holds for $k-1$ and $k-2$, then $t_k\le C2^{-k}(2/k^2)(4R+4ER^2)\le C2^{-k}$. The series therefore converges uniformly on compact sets, its sum is entire in $\epsilon$ and $\lambda$ by Weierstrass' theorem, and it may be differentiated term by term in $\epsilon$, $\lambda$ and $r$.

For the closed form set $z=2r/\kappa$. Multiplying the equation by $\kappa^2/4$ turns $\epsilon$ into $-\tfrac14$ and $2/r$ into $\kappa/z$:

$$\frac{d^2w}{dz^2}+\left[-\frac14+\frac{\kappa}{z}-\frac{\lambda^2-\frac14}{z^2}\right]w=0 .$$

With $w=z^{\sigma}e^{-z/2}u$ and $\sigma=\lambda+\tfrac12$, the second derivative is $z^\sigma e^{-z/2}$ times $u_{zz}+(2\sigma/z-1)u_z+[\sigma(\sigma-1)/z^2-\sigma/z+\tfrac14]u$. Since $\sigma(\sigma-1)=\lambda^2-\tfrac14$, what remains is Kummer's equation

$$zu_{zz}+(b-z)u_z-au=0,\qquad a=\lambda+\tfrac12-\kappa,\quad b=1+2\lambda .$$

Its power-series solution has the coefficient ratio $(a+j)/[(j+1)(b+j)]$, and in regularised form it is $\mathbf M(a,b,z)=\sum_j (a)_jz^j/[j!\,\Gamma(b+j)]$, with $(a)_j=a(a+1)\cdots(a+j-1)$. Then

$$y_\lambda=(2r)^{\lambda+1/2}e^{-r/\kappa}\,\mathbf M\!\left(\lambda+\tfrac12-\kappa,\,1+2\lambda,\,2r/\kappa\right),$$

because both sides are series in $r^{k+\lambda+1/2}$ with the same first coefficient and the recurrence fixes the rest when $2\lambda$ is not a negative integer; continuity in $\lambda$ covers the exceptional values. The separate factors depend on $\kappa$, which has a branch point at $\epsilon=0$, but their product depends on $\epsilon$ alone.

The regular function of the pair is

$$f(\epsilon,l;r)=y_{l+1/2}=\sum_j\alpha_jr^{j+l+1},\qquad \alpha_0=\frac{2^{l+1}}{m!},\qquad j(j+m)\alpha_j+2\alpha_{j-1}+\epsilon\alpha_{j-2}=0 .$$

Its analyticity comes from a normalisation at $r\to0$, where $\epsilon$ is negligible against $2/r$, by a constant that does not contain the energy.

### (b) Where the second solution is lost

The equation contains only $\lambda^2$, so $y_{-\lambda}$ is also a solution. Find $\mathcal W[y_\lambda,y_{-\lambda}]$, and find the relation between the two functions at $\lambda=l+\tfrac12$.

**Solution.** The Wronskian of the two series is a power series in $r$ with non-negative integer powers. Being constant, it equals its $r^0$ term, which comes from the two leading terms:

$$\mathcal W[y_\lambda,y_{-\lambda}]=\frac{2\left[(-\lambda+\frac12)-(\lambda+\frac12)\right]}{\Gamma(1+2\lambda)\Gamma(1-2\lambda)}=-4\lambda\,\frac{\sin2\pi\lambda}{2\pi\lambda}=-\frac{2}{\pi}\sin2\pi\lambda ,$$

where $\Gamma(1+x)\Gamma(1-x)=x\Gamma(x)\Gamma(1-x)=\pi x/\sin\pi x$. At $2\lambda=m$ the Wronskian vanishes and the two functions are proportional.

To find the factor, write $y_{-l-1/2}=(2r)^{-l}e^{-z/2}\mathbf M(-l-\kappa,1-m,z)$. The terms $j\le m-1$ vanish because $1/\Gamma(1-m+j)=0$. For $j=m+i$ use $(-l-\kappa)_{m+i}=(-l-\kappa)_m\,(l+1-\kappa)_i$, $\Gamma(1-m+j)=i!$ and $j!=\Gamma(m+1+i)$. The sum becomes $(-l-\kappa)_m\,z^m\,\mathbf M(l+1-\kappa,m+1,z)$, which contains the same $\mathbf M$ as $f$. Pairing the factors $j=\pm p$,

$$(-l-\kappa)_m=\prod_{j=-l}^{l}(j-\kappa)=-\kappa\prod_{p=1}^l(\kappa^2-p^2)=-\kappa^m\prod_{p=1}^l(1+p^2\epsilon).$$

The power $\kappa^m$ cancels against $z^m=(2r)^m\kappa^{-m}$, and $(2r)^{m-l}=(2r)^{l+1}$. Hence

$$y_{-l-1/2}=-A\,f,\qquad A(\epsilon,l)=\prod_{p=1}^{l}(1+p^2\epsilon),$$

with $A(\epsilon,0)=1$. This is a polynomial of degree $l$, for instance $A(\epsilon,2)=4\epsilon^2+5\epsilon+1$ and $A(\epsilon,3)=36\epsilon^3+49\epsilon^2+14\epsilon+1$. Its zeros lie at $\epsilon=-1/p^2$ with $p\le l$, the hydrogenic energies whose principal quantum number is too small for angular momentum $l$.

### (c) The irregular solution as a limit

Define $A(\kappa,\lambda)=\Gamma(\kappa+\lambda+\tfrac12)/[\kappa^{2\lambda}\Gamma(\kappa-\lambda+\tfrac12)]$ and

$$\eta_\lambda=\frac{A(\kappa,\lambda)\cos2\pi\lambda\;y_\lambda-y_{-\lambda}}{\sin2\pi\lambda}.$$

Evaluate the limit $\lambda\to l+\tfrac12$, split it into a solution $g$ entire in $\epsilon$ and a multiple of $f$, and find $\mathcal W[f,g]$.

**Solution.** At $\lambda=l+\tfrac12$ the recurrence of $\Gamma$ gives $\Gamma(\kappa+l+1)/\Gamma(\kappa-l)=\prod_{j=-l}^{l}(\kappa+j)=\kappa^mA$, so $A(\kappa,l+\tfrac12)=A(\epsilon,l)$. There $\cos2\pi\lambda=-1$, and the numerator is $-Af+Af=0$ by (b). For $\kappa$ off the negative real axis numerator and denominator are analytic in $\lambda$ and both vanish, so the limit is the ratio of their $\lambda$-derivatives. The denominator gives $2\pi\cos2\pi\lambda=-2\pi$. In the numerator the derivative of the cosine carries $\sin2\pi\lambda=0$, leaving $-(\partial_\lambda A)f-A\,\partial_\lambda y_\lambda-\partial_\lambda(y_{-\lambda})$. Therefore

$$\eta\equiv\lim\eta_\lambda=g+\mathcal G_\kappa f,$$

$$g=\frac{1}{2\pi}\Big[A\,\partial_\lambda y_\lambda+\partial_\lambda(y_{-\lambda})\Big]_{\lambda=l+1/2},\qquad \mathcal G_\kappa=\frac{1}{2\pi}\,\partial_\lambda A(\kappa,\lambda)\Big|_{\lambda=l+1/2}.$$

The function $g$ is built from the polynomial $A$ and from $\lambda$-derivatives of functions entire in $\epsilon$ and $\lambda$, so it is entire in $\epsilon$ at each $r>0$. It solves the radial equation because $\eta$ and $f$ do. The logarithmic derivative of $A(\kappa,\lambda)$ is $\psi(\kappa+\lambda+\tfrac12)+\psi(\kappa-\lambda+\tfrac12)-2\ln\kappa$; the second digamma enters with a plus sign because its gamma function stands in the denominator and its argument decreases with $\lambda$. Thus

$$\mathcal G_\kappa=\frac{A}{2\pi}\big[\psi(\kappa+l+1)+\psi(\kappa-l)-2\ln\kappa\big].$$

For the Wronskian, $\mathcal W[y_\lambda,\eta_\lambda]=-\mathcal W[y_\lambda,y_{-\lambda}]/\sin2\pi\lambda=2/\pi$ for every non-integer $2\lambda$. The singularity of $\eta_\lambda$ and of its $r$-derivative at $2\lambda=m$ is removable, so the value survives the limit, and $\mathcal W[f,\mathcal G_\kappa f]=0$ gives

$$\mathcal W[f,g]=\frac2\pi .$$

The pair is independent at every complex energy, including the zeros of $A$. Analyticity and the Wronskian do not fix $g$ uniquely: $g+p(\epsilon)f$ with any entire $p$ has both properties. The definition above is one choice, and $\mathcal G_\kappa$ belongs to that choice.

### (d) The series for $g$

Find the expansion of $g$ about $r=0$, with a recurrence and all the starting values it needs. Show that the recurrence determines $A$ a second time, and identify $f$ and $g$ at $\epsilon=0$.

**Solution.** Let $S(\mu)=\sum_k(2r)^{(\mu+1)/2}r^kP_k/[k!\,\Gamma(\mu+1+k)]$, so that $y_{\pm\lambda}=S(\pm2\lambda)$. The chain rule gives $\partial_\lambda y_\lambda=2\,\partial_\mu S(m)$ and $\partial_\lambda(y_{-\lambda})=-2\,\partial_\mu S(-m)$, so $\pi g=A\,\partial_\mu S(m)-\partial_\mu S(-m)$. Differentiating the power $(2r)^{(\mu+1)/2}$ gives $\tfrac12\ln(2r)\,S$, and with $S(m)=f$ and $S(-m)=-Af$ these terms add to $A f\ln2r$. The remaining terms are powers $r^{k-l}$:

$$g=\frac{A}{\pi}f\ln2r+\sum_{k=0}^\infty d_k\,r^{k-l},$$

$$\pi d_k=\frac{2^{l+1}A}{(k-m)!}\,\partial_\mu\!\left[\frac{P_{k-m}}{\Gamma(\mu+1+k-m)}\right]_{\mu=m}-\frac{2^{-l}}{k!}\,\partial_\mu\!\left[\frac{P_k}{\Gamma(\mu+1+k)}\right]_{\mu=-m},$$

where the first term is present only for $k\ge m$. Every $d_k$ is a polynomial in $\epsilon$. The analyticity is in the energy; in $r$ the function has a pole term (for $l\ge1$) and a logarithm.

For $d_0$, write $1/\Gamma(x)=\Gamma(1-x)\sin(\pi x)/\pi$, whose derivative at $x=-n$ is $n!\cos\pi n$. At $x=1-m=-2l$ this is $(2l)!$, so $d_0=-(2l)!/(2^l\pi)$.

The recurrence follows from the differential equation. Acting on $f\ln2r$, the radial operator leaves $2f'/r-f/r^2=\sum_j(2j+2l+1)\alpha_jr^{j+l-1}$. Acting on $r^{k-l}$, the second derivative and centrifugal term give $(k-l)(k-l-1)-l(l+1)=k(k-m)$. The power $r^{k-l-2}$ corresponds to $j=k-m$, for which $2j+2l+1=2k-m$. Hence

$$k(k-m)d_k+2d_{k-1}+\epsilon d_{k-2}+\frac A\pi(2k-m)\,\alpha_{k-m}=0,$$

with $\alpha_j=0$ for $j<0$. At $k=m$ the coefficient of $d_m$ vanishes, and the equation becomes a condition on the strength of the logarithm, $A=-\pi(2d_{m-1}+\epsilon d_{m-2})/(m\alpha_0)$. For $l=1$: $\pi d_0=-1$; $k=1$ gives $-2d_1+2d_0=0$, so $\pi d_1=-1$; $k=2$ gives $-2d_2+2d_1+\epsilon d_0=0$, so $\pi d_2=-1-\epsilon/2$; and with $m\alpha_0=2$ the condition yields $A=(2+\epsilon+\epsilon)/2=1+\epsilon$, as in (b). The numerical check repeats this symbolically for $l\le4$. At the zeros of $A$ the function $g$ has no logarithm.

The coefficient $d_m$ multiplies $r^{l+1}$ and encodes the freedom $g\to g+pf$, so it must come from the definition. The first term contributes $2^{l+1}A\,[-\psi(m+1)/m!]=-A\alpha_0\psi(m+1)$. In the second, the gamma function is evaluated at 1, and the derivative is $\partial_\mu P_m-\psi(1)P_m$. The coefficient of $r^{l+1}$ in $S(-m)=-Af$ shows that $2^{-l}P_m(-m)/m!=-A\alpha_0$. Therefore

$$\pi d_m=-A\alpha_0\big[\psi(m+1)+\psi(1)\big]-\frac{2^{-l}}{m!}\,\partial_\mu P_m\Big|_{\mu=-m}.$$

For $l=1$, $P_2=4-\epsilon(\mu+1)$ and $P_3=-2P_2+4\epsilon(\mu+2)=6\epsilon\mu+10\epsilon-8$, so $\partial_\mu P_3=6\epsilon$ and $\pi d_3=-\tfrac23A(\tfrac{11}{6}-2\gamma)-\epsilon/2$, with $\psi(1)=-\gamma$ and $\psi(4)=\tfrac{11}6-\gamma$.

At $\epsilon=0$, $P_k=(-2)^k$ and $S(\mu)=\sqrt{2r}\sum_k(-1)^k(2r)^{k+\mu/2}/[k!\,\Gamma(\mu+1+k)]=\sqrt{2r}\,J_\mu(\sqrt{8r})$. The Bessel function of the second kind is the limit of $(J_\mu\cos\mu\pi-J_{-\mu})/\sin\mu\pi$, and the same rule as in (c) gives, for odd $m$, $\pi Y_m=\partial_\mu J_\mu|_{m}-\partial_\mu J_\mu|_{-m}$. With $A=1$,

$$f(0,l;r)=\sqrt{2r}\,J_m(\sqrt{8r}),\qquad g(0,l;r)=\sqrt{2r}\,Y_m(\sqrt{8r}).$$

### (e) The non-analytic term

Separate $\mathcal G_\kappa$ into a polynomial and a part independent of $l$ apart from the factor $A$. Determine the analytic structure of that part in $\epsilon$, its values on the positive axis and its behaviour at threshold.

We now have a pair $f,g$ that is entire in the energy and independent at every complex energy, with the non-analytic energy dependence of $\eta=g+\mathcal G_\kappa f$ confined to the coefficient $\mathcal G_\kappa$. It remains to analyse that coefficient, as (e) asks, and then to construct and use the energy-normalised pair.
